\section*{Locating a Model Anion Resonance with a Complex Absorbing Potential}

\section{One resonance, several apparent widths}

A model electron scattering from a molecule has a resonance of width $0.412$ eV. Diagonalizing its Hamiltonian with an added absorber in a basis of 75 functions gives a nearby width of $0.027$ eV for one absorber strength, $0.412$ eV for a strength a hundred times larger, and $0.275$ eV when the strength is raised tenfold again. The Hamiltonian of the electron is the same in all three calculations. A usable algorithm must say which complex eigenvalue belongs to the resonance, which strength to use, and what error remains.

The model has one $d$-wave channel. In atomic units,
\begin{equation}
H=-\frac12\frac{d^2}{dr^2}+\frac{3}{r^2}-V_0e^{-r^2/a^2},
\end{equation}
where $3/r^2=l(l+1)/(2r^2)$ for $l=2$. The radial function $u$ is $r$ times the radial wave function, so $u\propto r^3$ at the origin. The range is $a=0.085$ nm. The depth was solved to put the resonance near $2.3$ eV and then rounded, giving $V_0=131.2$ eV. The position is therefore an input in effect; the width is a result.

\section{The energy being sought}

A resonance is a solution regular at the origin and purely outgoing outside the well. Its energy is
\begin{equation}
E_{\rm res}=E_r-\frac{i\Gamma}{2},\qquad |e^{-iE_{\rm res}t}|^2=e^{-\Gamma t}.
\end{equation}
Outside the well put $z=kr$, $k=\sqrt{2E}$, and try $h=e^{iz}g(z)$ with $g=1+\alpha/z+\beta/z^2$. The equation $h''+h-6h/z^2=0$ becomes
\begin{equation}
g''+2ig'-\frac{6g}{z^2}=0 .
\end{equation}
The $z^{-2}$ terms give $-2i\alpha-6=0$, so $\alpha=3i$. The $z^{-3}$ terms give $2\alpha-4i\beta-6\alpha=0$, so $\beta=-3$. The $z^{-4}$ terms, $6\beta-6\beta$, cancel. Hence
\begin{equation}
h=e^{iz}\left(1+\frac{3i}{z}-\frac{3}{z^2}\right),\qquad f(E)=u'h-uh'=0
\end{equation}
is the resonance condition. Integrating the radial equation outward by a Runge--Kutta method and solving $f=0$ by a complex secant search gives
\begin{equation}
E_r=2.2993\ {\rm eV},\qquad \Gamma=0.4118\ {\rm eV}.
\end{equation}
This reference uses neither a basis nor an absorber.

The pole is visible in scattering at real energy. There $u\propto\sin(kr+\delta-\pi)$ at large $r$, and its Wronskian with $h$, which does not vary with $r$ outside the well, has phase $-\delta$ up to a constant. Near the pole $f\simeq C(E-E_{\rm res})$. If $C$ varies slowly,
\begin{equation}
\frac{d\delta}{dE}=-\frac{d}{dE}\arg\left(E-E_r+\frac{i\Gamma}{2}\right)
=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},
\end{equation}
whose maximum is $2/\Gamma$. The computed phase derivative peaks at $2.299$ eV, and two divided by its maximum is $0.416$ eV. The one per cent difference in width reflects the energy dependence of $C$.

\section{Why a basis needs an absorber}

Since $k=\sqrt{2E_{\rm res}}$ has a negative imaginary part, $e^{ikr}$ grows with $r$. No square-integrable basis can hold that function on the real axis, and a real symmetric matrix has real eigenvalues in any case. One remedy is to absorb the outgoing wave:
\begin{equation}
H_\eta=H-i\eta W,\qquad
W=\begin{cases}0,&r\le r_c\\(r-r_c)^2,&r>r_c.\end{cases}
\end{equation}
Here $r_c=0.32$ nm, where the well is negligible, and $\eta>0$. The minus sign removes probability.

This has a well-defined limit in a complete basis. Let the coordinate turn into the complex plane at $r_c$, $r=r_c+se^{i\pi/4}$. The outgoing function decays on this ray, because ${\rm Im}(ke^{i\pi/4})>0$ for the present $k$. With the absorber present, the outer solution behaves as $\exp(ie^{i\pi/4}\sqrt{2\eta}\,s^2/2)$ on the real axis. Replacing $s$ by $se^{i\theta}$ keeps it decaying for $-\pi/8<\theta<3\pi/8$, so the same ray serves both problems. On it the absorber is $-i\eta s^2e^{i\pi/2}=\eta s^2$, a small perturbation of a localized state. It is unbounded, so the resulting series is asymptotic and need not converge:
\begin{equation}
E(\eta)=E_{\rm res}+e_1\eta+e_2\eta^2+\cdots .
\end{equation}

To find $e_1$, write $u=u_0+\eta u_1+\cdots$. The terms linear in $\eta$ are
\begin{equation}
(H-E_{\rm res})u_1=(e_1+iW)u_0 .
\end{equation}
Multiply by $u_0$, without conjugation, and integrate along the contour $\mathcal C$. Two integrations by parts move $H$ onto $u_0$; the boundary terms vanish at the origin and at the far end. The left side is then zero, and
\begin{equation}
e_1=-i\,\frac{\int_{\mathcal C}Wu_0^2\,dr}{\int_{\mathcal C}u_0^2\,dr}.
\end{equation}
For the example $e_1=(-0.001228+0.000007i)$ nm$^2$. A strength of $1$ eV/nm$^2$ therefore lowers the energy by about $1.2$ meV and hardly changes the width, as long as the linear term dominates.

\section{What goes wrong at each end}

The obvious prescription is to let $\eta\to0$. In a finite real basis it fails, since $H_0$ is a real matrix. The strength at which the failure sets in follows from the local wave number $\kappa(s)$, where $s=r-r_c$. Neglecting the centrifugal term and taking $\eta s^2\ll E$,
\begin{equation}
\kappa=\sqrt{k^2+2i\eta s^2}\simeq k+\frac{i\eta s^2}{k}.
\end{equation}
A wave that crosses an absorbing length $L$, reflects at the edge of the basis and returns has its amplitude multiplied by
\begin{equation}
R_{\rm basis}\sim\exp\left(-2\int_0^L\frac{\eta s^2}{k}ds\right)
=\exp\left(-\frac{2\eta L^3}{3k}\right).
\label{basisref}
\end{equation}

The basis consists of oscillator functions of length $\ell=0.12$ nm. The highest one has its classical turning point at $r=\ell\sqrt{4N+3}$, which is $2.09$ nm for $N=75$, so $L\simeq1.77$ nm. Restoring units divides the exponent by $\hbar^2/m=0.0762$ eV\,nm$^2$, and $k=7.77$ nm$^{-1}$. The exponent is then $0.19$ at $\eta=0.03$ eV/nm$^2$ and $1.9$ at $0.3$ eV/nm$^2$. By this estimate about 83 per cent of the amplitude returns in the first case, and the eigenvalue has $\Gamma=0.027$ eV. In the second about 15 per cent returns, and $\Gamma=0.256$ eV.

A strong absorber fails for another reason: it reflects. As $\eta\to\infty$ the equation just beyond $r_c$ is $u''\simeq-2i\eta s^2u$, whose decay length scales as $\eta^{-1/4}$. The ratio $u'/u$ at $r_c$ grows as $\eta^{1/4}$, which forces $u(r_c)\to0$. The absorber has become a hard wall, and the states inside it have real energies. The eigenvalue nearest the resonance accordingly has $\Gamma=0.275$ eV at $30$ eV/nm$^2$ and $0.163$ eV at $300$ eV/nm$^2$.

At moderate strength the reflection has two parts. The onset of the absorber, where the second derivative of $W$ jumps, reflects at first order in $\eta$. Without the centrifugal term the Born amplitude has magnitude
\begin{equation}
\left|\frac{\eta}{k}\int_0^\infty s^2e^{2iks}ds\right|=\frac{\eta}{4k^4},
\end{equation}
the integral being taken along a ray on which it converges. This part belongs to the power series for $E(\eta)$. The other part comes from a complex turning point and can be estimated semiclassically. The local wave number vanishes at the complex point $s_0=e^{i\pi/4}k/\sqrt{2\eta}$. Since $\kappa=k\sqrt{1-s^2/s_0^2}$, its integral from $0$ to $s_0$ is $\pi ks_0/4$, and
\begin{equation}
|R_{\rm abs}|\sim\left|e^{2i\pi ks_0/4}\right|
=\exp\left(-\frac{\pi k^2}{4\sqrt\eta}\right).
\label{absref}
\end{equation}
This is smaller than any power of $\eta$ as $\eta\to0$, but it rises steeply. Equations (\ref{basisref}) and (\ref{absref}) pull in opposite directions. Between them lies a range of $\eta$ in which the eigenvalue moves slowly, and a larger basis extends that range downward.

\section{Turning slowness into an algorithm}

The basis functions are
\begin{equation}
\phi_n\propto r^3e^{-br^2/2}L_n^{5/2}(br^2),\qquad b=\ell^{-2},
\end{equation}
normalized to one. Enlarging $N$ adds functions and alters none. They diagonalize the kinetic plus centrifugal operator $T$ with $b^2r^2/2$ added, the eigenvalues being $b(2n+7/2)$. The Laguerre recurrence gives $br^2$ the diagonal elements $2n+7/2$ and the neighbouring elements $-\sqrt{(n+1)(n+7/2)}$. Subtracting $b/2$ times this matrix leaves
\begin{equation}
T_{nn}=\frac b2\left(2n+\frac72\right),\quad
T_{n,n+1}=\frac b2\sqrt{(n+1)\left(n+\frac72\right)}.
\end{equation}
The well and the absorber are integrated by Gauss--Legendre quadrature.

The matrix $H_\eta$ is complex symmetric. For distinct eigenvalues its eigenvectors satisfy $c_i^Tc_j=0$ when $i\ne j$, and they are scaled to $c_i^Tc_i=1$; this requires $c_i^Tc_i\neq0$, which fails where two eigenvectors merge. Let $M_{ij}=-ic_i^TWc_j$. Differentiating $H_\eta c_i=E_ic_i$ gives
\begin{equation}
(H_\eta-E_i)c_i'=(E_i'+iW)c_i .
\end{equation}
Multiplication by $c_i^T$ yields $E_i'=M_{ii}$. Multiplication by $c_j^T$ yields $(E_j-E_i)c_j^Tc_i'=-M_{ji}$. The normalization gives $c_i^Tc_i'=0$, so
\begin{equation}
c_i'=\sum_{j\ne i}\frac{M_{ji}}{E_i-E_j}c_j,\qquad
E_i''=2\sum_{j\ne i}\frac{M_{ij}^2}{E_i-E_j},
\end{equation}
the second result following from $E_i''=-2ic_i'^TWc_i$.

The natural measure of motion is the change per unit of $\ln\eta$:
\begin{equation}
v(\eta)=\left|\frac{dE}{d\ln\eta}\right|=\eta|E'| .
\end{equation}
Minimizing $v$ without restriction would select $\eta=0$, where it vanishes for every state. The search must therefore demand an interior minimum. A real parameter cannot in general make the complex number $E'$ vanish, so the minimum is usually not a zero.

The procedure is as follows.
\begin{enumerate}
\item Diagonalize at 91 logarithmically spaced strengths from $0.03$ to $1000$ eV/nm$^2$. Connect states at neighbouring strengths by the largest $|c_i^Tc_j|$.
\item List the interior minima of $v$ with real energy between $0.2$ and $6$ eV.
\item Pair each minimum for $N=50$ with each for $N=75$. Choose the pair with the smallest value of $\max(v_{50},v_{75},|E_{50}-E_{75}|)$.
\item In each basis take the slowest minimum within $0.3$ eV of the energy that the chosen pair has for $N=75$.
\end{enumerate}

The comparison of bases is a safeguard when there are several minima. On this grid of strengths there are five for $N=50$ and seven for $N=75$, and a finer grid can change the count. Here, though, the slowest in each basis is already the resonance. The chosen pair scores $4.4$ meV. At the selected strength for $N=75$, the other eigenvalue closest to the selected one has $E_r=1.20$ eV, $\Gamma=1.58$ eV and $v=574$ meV. It is a discretized continuum state, and its energy is set by the absorber.

\section{Stationary does not mean converged}

The selected energies are listed below, with $\eta$ in eV/nm$^2$. The error is $|E-E_{\rm res}|$, relative to the outgoing-wave pole.
\begin{center}
\begin{tabular}{rrrrrr}
$N$&$\eta$&$E_r$/eV&$\Gamma$/eV&$v$/meV&error/meV\\
25&6.15&2.3088&0.4252&58.0&11.6\\
35&4.35&2.2945&0.4200&8.9&6.4\\
50&3.07&2.2959&0.4112&4.4&3.4\\
75&2.74&2.2962&0.4113&1.0&3.1
\end{tabular}
\end{center}
The selected strength falls as the basis grows. At $N=75$ the edge of the basis no longer sets it: a complete basis has a minimum at nearly the same strength. The speed there is well below $|e_1|\eta$, because other contributions to $\eta E'$ partly cancel the linear one. At $N=25$ the speed is five times the error; at $N=75$ it is a third of it. From $N=50$ to $75$ the energy moves by $0.3$ meV, also far less than the error.

Both diagnostics miss the same thing. In a complete basis
\begin{equation}
E(\eta)-E_{\rm res}=\int_0^\eta E'(t)\,dt .
\end{equation}
The error accumulates from zero, whereas $v$ samples the end point. Comparing bases does not help either, because this shift belongs to the absorber and is common to both. Its linear part for $N=75$ is
\begin{equation}
|e_1|\eta=0.001228\times2.735\ {\rm eV}=3.4\ {\rm meV},
\end{equation}
which accounts for the size of the observed $3.1$ meV.

The linear part can be removed by using
\begin{equation}
U=E-\eta E'=E_{\rm res}-e_2\eta^2+\cdots,\qquad
\eta\frac{dU}{d\eta}=-\eta^2E'' .
\end{equation}
The first relation follows from $\eta E'=e_1\eta+2e_2\eta^2+\cdots$. One then looks for interior minima of $\eta^2|E''|$, here the slowest within $0.15$ eV of the uncorrected result. For $N=25$, $35$, $50$ and $75$ the errors of $U$ are $66$, $21$, $5.8$ and $1.0$ meV. The correction helps in the largest basis and does harm in the other three.

Both reflections can be at fault. Consider first the edge of the basis. At these strengths $\eta L^2$ exceeds $E$, so equation (\ref{basisref}) is only a rough guide, but it shows the tendency. Suppose the finite basis contributes an error $\epsilon\propto e^{-q\eta}$, with $q=2L^3/(3k)$. Then $U$ contains
\begin{equation}
\epsilon-\eta\frac{d\epsilon}{d\eta}=(1+q\eta)\epsilon .
\end{equation}
The operation that cancels the linear absorber shift magnifies reflection from the edge of the basis. It can also magnify the turning-point reflection (\ref{absref}), whose dependence on $\eta$ is not linear. The edge of the basis dominates for $N=25$. For $N=35$ the absorber itself is responsible: at the same strength, $6.15$ eV/nm$^2$, $U$ is wrong by $21$ meV even in a complete basis. For $N=50$ the two contributions are comparable. A corrected energy deserves preference once these reflections are small, and the minimum of its own speed does not establish that: this speed is $2.3$ meV for $N=50$ and $5.9$ meV for $N=75$, in the opposite order to the errors.

The limit $\eta\to0$ can be examined with the basis error removed altogether. For this, the regular solution was matched at $r_c$ to the solution that decays inside the absorber, integrated inward from far out. Halving $\eta$ should divide the error of $E$ by two and that of $U$ by four. The actual factors are:
\begin{center}
\begin{tabular}{rrr}
starting $\eta$&for $E$&for $U$\\
3.887&1.49&10.75\\
1.943&2.10&17.88\\
0.972&2.01&6.31\\
0.486&2.01&4.07\\
0.243&2.00&4.01
\end{tabular}
\end{center}
The power laws hold below about $0.5$ eV/nm$^2$, well under the strengths that the finite bases prefer.

The large factors for $U$ probably come from the turning-point reflection in the absorber. In ordinary units the exponent in (\ref{absref}) is $\pi E/(2\sqrt{\hbar^2\eta/m})$, equal to $6.6$ at $3.887$ eV/nm$^2$ and $9.4$ at half that strength. The reflected amplitude thus falls by $e^{2.75}\simeq16$. In $U$ the derivative of this exponential brings a factor proportional to $\eta^{-1/2}$, which reduces the ratio to about $11$, and to about $34$ for the next halving. These figures use the real energy. At the pole $k^2=2E_r-i\Gamma$, and the modulus of $e^{2i\pi ks_0/4}$ then contains $E_r-\Gamma/2$ in place of $E$, which changes the two ratios to about $9$ and $24$. Subtracting the power series through $\eta^4$ from $U-E_{\rm res}$ leaves $6.6$, $0.73$ and $0.029$ meV at $3.887$, $1.943$ and $0.972$ eV/nm$^2$, falling by $9.1$ and $25$. The $\eta^2$ term at these strengths is $0.36$, $0.089$ and $0.022$ meV. It partly cancels the remainder at the middle strength and is comparable with it at the last, which turns these factors into the tabulated $10.75$ and $17.88$. The estimate ignores the centrifugal barrier, so the agreement supports this reading without proving it.

For more accuracy at fixed $r_c$, the route is therefore to enlarge the basis, lower $\eta$, and verify that the shift follows the linear law before subtracting it. Near threshold the exponent in (\ref{absref}) shrinks with $k$, so a weaker absorber and a longer basis are needed to keep both reflections small. The width shrinks there too, behind the centrifugal barrier, so the error should be judged against $\Gamma$ and not in millielectronvolts alone.

\section{Beside molecular nitrogen}

The parameters imitate the low-energy shape resonance of N$_2$, which drives vibrational excitation in nitrogen processing plasmas. It lies roughly $2.3$ eV above threshold and is a few tenths of an eV wide at fixed nuclei. The model is in that regime, but its well is an effective one: exchange and excitation of the target electrons are absent. Adding an outer polarization tail
\begin{equation}
-\frac{\alpha}{2r^4}\left[1-e^{-(r/0.20\,{\rm nm})^6}\right]
\end{equation}
with a rough polarizability volume $\alpha=0.0017$ nm$^3$ moves $E_r$ by $-0.28$ eV and $\Gamma$ by $-0.04$ eV. Nor is the molecule spherical. Splitting the well into two halves at $\pm0.055$ nm, and keeping the part of its $P_2$ component that couples $l=2$ to $l=4$ for unit angular momentum about the axis, moves $E_r$ by $-0.43$ eV and $\Gamma$ by $-0.16$ eV. The diagonal elements keep the unsplit well. Both shifts were computed with $N=75$, $\eta=2.17$ eV/nm$^2$ and the depth unchanged, and the absorber leaves errors of up to about $6$ meV in them; without it the last width shift is $-0.151$ eV rather than $-0.157$ eV.

A lower resonance is also narrower, so these changes in width partly reflect the change in position. When the depth is refitted to restore $E_r$, the width exceeds the original one by $0.09$ eV with the polarization tail ($0.06$ eV if its assumed cutoff length is $0.25$ nm instead of $0.20$ nm) and by only $0.01$ eV with the coupling to $l=4$. If the whole potential of the two half-wells is used instead, diagonal part included, in the channels $l=2$, $4$ and $6$, the refitted width is larger by $0.19$ eV. Fitting the depth therefore fixes the position but does not absorb the effect of the molecule's shape on the width.

Nuclear motion matters as well. The lifetime is $\hbar/\Gamma=1.6$ fs and the vibrational period about $14$ fs, yet the rough vibrational quantum of $0.29$ eV is $0.70\,\Gamma$. Vibrational structure therefore cannot be dismissed, and the fixed-nuclei pole is not by itself a cross section. Thermal motion of the gas is minor. A molecular velocity component $V$ along the electron velocity $v_e$ changes the collision energy by $mv_eV$ in magnitude, so with $\langle V^2\rangle=k_BT/M$ the rms spread is $\sqrt{2Ek_BTm/M}=2.0$ meV at $500$ K. This is comparable with the numerical error of the stationary energy. Both are far smaller than the $0.09$ and $0.19$ eV by which polarizability and shape change the width even after refitting, so the millielectronvolt digits describe the algorithm and not nitrogen.
